\section*{Efros-Shklovskii Hopping in Three Dimensions from a Quadratic Coulomb Gap}

\section{What the dimensions fix}

Electrons hop between localized trap states in a three-dimensional insulator. I measure a site energy $\varepsilon$ from the Fermi level and write the Coulomb energy of two electrons a distance $r$ apart as
\begin{equation}
\frac{K}{r},\qquad K=\frac{e^2}{4\pi\epsilon_0\epsilon_r}.
\end{equation}
Thus $K$ is an energy times a length. The premise is a quadratic Coulomb gap: near the Fermi level the density of states per unit energy and volume is
\begin{equation}
g(\varepsilon)=\alpha\,\frac{\varepsilon^2}{K^3},
\label{gap}
\end{equation}
with $\alpha$ a pure number. No other material constant enters $g$.

A hop of length $r$ and energy cost $E$ has a resistance proportional to $\exp(2r/\xi+E/kT)$, where $\xi$ is the localization length: the wavefunction decays as $e^{-r/\xi}$ and the rate contains its square. Suppose that current can cross the sample once all hops with exponent up to $\eta$ are allowed. Neither term of the exponent is negative, so the longest hop and the largest energy are
\begin{equation}
r_{\max}=\frac{\eta\xi}{2},\qquad E_{\max}=\eta kT .
\end{equation}
Whether the allowed hops join up is a geometrical question. Its answer can depend on $r_{\max}$, $E_{\max}$ and $K$ only through the one dimensionless group they form, $r_{\max}E_{\max}/K$. At the threshold this group is a pure number, which I call $\beta/2$:
\begin{equation}
\frac{\eta^2\xi kT}{2K}=\frac{\beta}{2}
\quad\Longrightarrow\quad
\eta=\left(\frac{\beta K}{\xi kT}\right)^{1/2}.
\label{form}
\end{equation}
The power one half arises because $\eta$ stretches both the reach in space and the reach in energy, while the gap supplies one constant that ties the two together. It remains to justify the exponent of a hop, to show that the threshold controls the resistivity, and to find $\beta$.

\section{The simplest case: one best hop}

Take an electron near the Fermi level and ask how much energy it needs to find one site within a distance $r$. The density of sites with $|\varepsilon|\le E$ is
\begin{equation}
n(E)=2\int_0^E\alpha\frac{\varepsilon^2}{K^3}\,d\varepsilon=\frac{2\alpha E^3}{3K^3}.
\label{count}
\end{equation}
Setting the expected number in the sphere to one gives
\begin{equation}
\frac{4\pi r^3}{3}\,\frac{2\alpha E^3}{3K^3}=1
\quad\Longrightarrow\quad
E=\frac{cK}{r},\qquad c=\left(\frac{9}{8\pi\alpha}\right)^{1/3}.
\end{equation}
The exponent of the hop is $f(r)=2r/\xi+cK/(rkT)$. Its derivative vanishes when
\begin{equation}
\frac{2}{\xi}=\frac{cK}{r^2kT}
\quad\Longrightarrow\quad
r^2=\frac{cK\xi}{2kT}.
\end{equation}
There the two terms are equal, so
\begin{equation}
f_{\min}=\frac{4r}{\xi}=\left(\frac{8cK}{\xi kT}\right)^{1/2}.
\end{equation}
This has the form (\ref{form}) with $\beta=8c$. For $\alpha=3/\pi$, a value obtained below, $c=(3/8)^{1/3}$ and $\beta\approx5.8$. One good hop does not make a conducting path, so this coefficient is an estimate.

The limit without a gap shows what the gap does. For a constant density $g_0$, one site in the sphere requires $E=b/r^3$ with $b=3/(8\pi g_0)$. Minimizing $2r/\xi+b/(r^3kT)$ gives $r^4=3b\xi/(2kT)$. The energy term is then $2r/(3\xi)$, and the exponent is $8r/(3\xi)\propto T^{-1/4}$. This is Mott's law. The gap makes low-energy sites rarer and so steepens the temperature dependence.

\section{Why the gap is quadratic}

In the ground state no single-electron move may lower the energy. Move an electron from an occupied site $i$ to an empty site $j$. Removing it changes the energy by $-\varepsilon_i$. Adding it at $j$ would cost $\varepsilon_j$ if site $i$ were still occupied, but the repulsion $K/r_{ij}$ from that electron is now absent. Stability therefore requires
\begin{equation}
\varepsilon_j-\varepsilon_i-\frac{K}{r_{ij}}>0 .
\label{stable}
\end{equation}
With $\varepsilon_i<0<\varepsilon_j$, the two sites must be farther apart than $K/(|\varepsilon_i|+|\varepsilon_j|)$. Two sites of opposite occupation that both lie close to the Fermi level must therefore be far apart, which limits the density of such sites.

A mean-field closure turns this into a density. For a site of energy $\varepsilon>0$, the expected number of partners on the other side of the Fermi level inside the forbidden distance is
\begin{equation}
M(\varepsilon)=\int_0^\infty d\varepsilon'\,g(\varepsilon')\,
\frac{4\pi}{3}\,\frac{K^3}{(\varepsilon+\varepsilon')^3},
\end{equation}
where $\varepsilon'$ is the partner's magnitude and $g$ vanishes beyond the trap band. For independent partners the chance of finding none is $e^{-M}$. The closure uses $e^{-M/2}$, on the assumption that each offending pair loses one member and the loss is shared equally. With $g_B$ the density without interaction, taken as constant near the Fermi level, $\ln g=\ln g_B-M/2$. Differentiation gives
\begin{equation}
\frac{d\ln g}{d\ln\varepsilon}
=2\pi K^3\varepsilon\int_0^\infty\frac{g(\varepsilon')\,d\varepsilon'}{(\varepsilon+\varepsilon')^4}.
\end{equation}
Insert (\ref{gap}). For this trial form the integral converges at the top, so the band edge can be ignored when $\varepsilon$ is small. Since $y^3/[3\varepsilon(\varepsilon+y)^3]$ has the derivative $y^2/(\varepsilon+y)^4$,
\begin{equation}
\frac{d\ln g}{d\ln\varepsilon}=2\pi\alpha\varepsilon\cdot\frac{1}{3\varepsilon}=\frac{2\pi\alpha}{3}.
\end{equation}
A quadratic density has slope 2, hence $\alpha=3/\pi\approx0.955$. This shows that the quadratic form is consistent with the closure. It does not prove that a real interacting system has this coefficient, whose value the temperature exponent does not use. Nor is the quadratic form reached quickly. Inserting a small relative deviation proportional to $\varepsilon^s$ gives $s=\Gamma(3+s)\Gamma(1-s)$, with the roots $s\approx0.13\pm0.99i$. Below a finite trap band the density therefore swings about the quadratic form, and the swings fade only slowly as $\varepsilon\to0$.

\section{The resistance of one pair}

Let $\varepsilon_j>\varepsilon_i$. The equilibrium rate from $i$ to $j$ needs an occupied $i$, an empty $j$ and an absorbed phonon:
\begin{equation}
\Gamma=\gamma_0e^{-2r_{ij}/\xi}f_i(1-f_j)N(\varepsilon_j-\varepsilon_i).
\end{equation}
Here $f$ is the Fermi function, $N$ the Bose function and $\gamma_0$ a rate that varies slowly. When all energies exceed $kT$, the three factors contribute to $-kT\ln\Gamma$ the energies
\begin{equation}
\frac{|\varepsilon_i|+\varepsilon_i}{2},\qquad
\frac{|\varepsilon_j|-\varepsilon_j}{2},\qquad
\varepsilon_j-\varepsilon_i .
\end{equation}
Their sum, written symmetrically in $i$ and $j$, is
\begin{equation}
\varepsilon_{ij}=\tfrac12\left(|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|\right).
\label{pair}
\end{equation}
For equal signs this is the larger magnitude; for opposite signs it is the sum of the magnitudes. I have left out the attraction in (\ref{stable}) and return to it below.

In equilibrium the reverse rate is also $\Gamma$. A small difference $\delta\mu$ in electrochemical potential makes the ratio of the rates $e^{\delta\mu/kT}$, so the net rate is $\Gamma\,\delta\mu/kT$ to first order. The current is $e$ times this and the voltage is $\delta\mu/e$. The pair is thus a resistor
\begin{equation}
R_{ij}=\frac{kT}{e^2\Gamma}=R_0e^{\eta_{ij}},\qquad
\eta_{ij}=\frac{2r_{ij}}{\xi}+\frac{\varepsilon_{ij}}{kT},
\end{equation}
with $R_0=kT/(e^2\gamma_0)$.

\section{From many resistors to one exponent}

Let $\eta_c$ be the smallest $\eta$ for which the hops with $\eta_{ij}\le\eta$ connect two opposite faces. Put unit voltage across the faces. The conductance equals the dissipated power, and Kirchhoff's equations are the conditions for the minimum of
\begin{equation}
P[V]=\sum_{\text{bonds}}\frac{(V_i-V_j)^2}{R_{ij}} .
\end{equation}
Any trial potential therefore bounds the conductance from above. Set $V=1$ on everything joined to the first face by hops with $\eta_{ij}<\eta_c$, and $V=0$ elsewhere. Power is then dissipated in the bonds across this cut, all of which have $\eta_{ij}\ge\eta_c$. In the other direction, deleting resistors lowers $P$ for every $V$ and so raises the resistance. Keep one connecting path of $n$ hops, each with $\eta_{ij}\le\eta_c$. Together,
\begin{equation}
-\ln\sum_{\rm cut}e^{-\eta_{ij}}\;\le\;\ln\frac{R}{R_0}\;\le\;\eta_c+\ln n .
\end{equation}
In a sample a fixed number of $r_{\max}$ wide, the number of bonds up to a given exponent grows as a power of it, while their conductances fall exponentially. The cut sum is $e^{-\eta_c}$ times a power-law factor, so both bounds equal $\eta_c$ up to logarithms. A cube of side $L$ has $\rho=RL$, which adds another logarithm. Hence $\ln(\rho/\rho_0)=\eta_c$ to leading order at low temperature, and the corrections collected in $\rho_0$ are bounded by powers of $T$.

The size of the corrections can be seen by solving Kirchhoff's equations for random networks as a sparse linear system. I use the reduced temperature $t=kT\xi/K$ and keep hops up to $\eta_c+3$. One sample at $t=0.06$ in a cube of side $20\xi$ has $\eta_c=11.5$ and $\ln(R/R_0)=9.7$, between bounds of 6.0 and 14.1. Another at $t=0.015$ and side $40\xi$ has $\eta_c=23.6$ and $\ln(R/R_0)=22.4$, between 19.4 and 26.1. The difference from $\eta_c$ is 15\% of $\eta_c$ in the first and 5\% in the second. These figures belong to the truncated networks. The omitted hops would lower the resistance somewhat further, and more so at the higher temperature.

\section{The threshold}

Now the opening argument can be made explicit. Write $r=(\eta\xi/2)s$ and $\varepsilon=\eta kT\,x$. The condition $\eta_{ij}\le\eta$ becomes
\begin{equation}
s_{ij}+x_{ij}\le1,
\label{rule}
\end{equation}
where $x_{ij}$ is (\ref{pair}) with $x$ in place of $\varepsilon$. Since $x_{ij}\ge|x_i|$ and $x_{ij}\ge|x_j|$, sites with $|x|>1$ take no part. The others have the fixed energy distribution $3x^2/2$ on $-1<x<1$. If sites are placed independently, one number is left, their density in scaled space. From (\ref{count}),
\begin{equation}
\nu=n(\eta kT)\,r_{\max}^3
=\frac{2\alpha(\eta kT)^3}{3K^3}\,\frac{\eta^3\xi^3}{8}
=\frac{\alpha}{12}\,\eta^6\left(\frac{kT\xi}{K}\right)^3 .
\end{equation}
In a large sample the connection appears at a definite value $\nu_c$. Solving for $\eta$ gives the result:
\begin{equation}
\ln\frac{\rho}{\rho_0}=\left(\frac{T_{\rm ES}}{T}\right)^{1/2},\qquad
T_{\rm ES}=\frac{\beta K}{k\xi},\qquad
\beta=\left(\frac{12\nu_c}{\alpha}\right)^{1/3}.
\label{result}
\end{equation}
An error in $\alpha$ changes $T_{\rm ES}$ by the power $-1/3$ and leaves the law intact.

For a density $A|\varepsilon|^m$ in $d\ge2$ dimensions, where a large sample has a definite threshold, the same count is proportional to $(\eta kT)^{m+1}(\eta\xi)^d$, so
\begin{equation}
\eta_c\propto T^{-p},\qquad p=\frac{m+1}{m+1+d}.
\end{equation}
In three dimensions $m=0$ returns Mott's $1/4$ and $m=2$ gives $1/2$. As $m\to\infty$ the density approaches a hard gap and $p\to1$, which is simple activation. If $K$ is the one constant in the gap, dimensions require $g\propto|\varepsilon|^{d-1}/K^d$, and then $p=1/2$ in two dimensions as well as in three.

To find $\beta$ I placed sites at random with independent energies drawn from (\ref{gap}), let the two faces act as electrodes at the Fermi level, and added hops in order of increasing $\eta_{ij}$ until the faces were joined. In cubes of side $60\xi$ the mean thresholds were 11.37, 15.82 and 22.46 at $t=0.06$, 0.03 and 0.015, with standard errors below 0.1. A power-law fit gives $p=0.491$. A flat density of $0.03/(K\xi^2)$ in the same cube gives 9.31, 13.27 and 18.52 at $t=0.08$, 0.02 and 0.005, and $p=0.248$.

A fixed cube becomes narrower in units of the hop length as it cools. The scaling removes this effect: a quarter of the temperature in a doubled cube should double $\eta_c$. The half-size cube at $t=0.06$ gave 11.31, and $22.46/11.31=1.99$. Extrapolating the two sizes at $t=0.06$ linearly in $1/L$ gives $\eta_c=2(11.37)-11.31=11.43$, so
\begin{equation}
\beta=\eta_c^2t\approx7.8\pm0.1 .
\end{equation}
The error is from sampling alone. The linear extrapolation from two finite cubes is an assumption and can shift $\beta$ by about 5\%, so I use 7.8 as an estimate. It is probably somewhat high. The two colder runs give $\eta_c^2t=7.5$ and 7.6, and periodic boxes of side 8 and 14 $r_{\max}$, with the threshold taken where a cluster first wraps around, give $7.55\pm0.04$. That value would lower the exponents below by about 2\%. This $\beta$ belongs to uncorrelated sites.

\section{The shape of a typical hop}

The number of pairs with separation near $s$ varies as $s^2ds$. The number with scaled energy below $x$ varies as $x^6$, since each site contributes $x^3$, so its density varies as $x^5$. For hops with $\eta_{ij}$ close to $\eta_c$, $x=1-s$, and the mean spatial share of the exponent is
\begin{equation}
\langle s\rangle=\frac{\int_0^1s^3(1-s)^5ds}{\int_0^1s^2(1-s)^5ds}
=\frac{3!\,5!/9!}{2!\,5!/8!}=\frac13 .
\end{equation}
The mean length and energy are therefore
\begin{equation}
\bar r=\frac{\eta_c\xi}{6},\qquad \bar E=\frac{2\eta_ckT}{3}.
\label{hop}
\end{equation}
In the networks at $t=0.06$, hops within 10\% below the threshold had a mean share of 0.329. These are averages over near-critical hops, not weighted by current. The single-hop estimate gave equal shares. On cooling, hops become longer as $T^{-1/2}$ and cheaper as $T^{1/2}$.

\section{The attraction left out}

After a hop between sites of opposite sign, the electron and the hole left behind attract, which lowers the cost by $K/r$. At the mean hop, (\ref{hop}) and (\ref{result}) give
\begin{equation}
\frac{K/\bar r}{\bar E}=\frac{6K}{\eta_c\xi}\,\frac{3}{2\eta_ckT}
=\frac{9K}{\eta_c^2\xi kT}=\frac9\beta\approx1.15 .
\end{equation}
For such a pair this is not a small correction. It also changes how many such pairs matter. With the attraction left out, the chance that $|x_i|+|x_j|<x$ is only $9\cdot2!\,2!/6!=1/20$ of the chance that both magnitudes lie below $x$, so about one near-critical hop in twenty joins opposite signs. The attraction makes these hops cheaper and therefore much more common near the threshold. If it lowers their cost to the larger of the two magnitudes, the cost is the same as for equal signs, and with independent sites both kinds are equally frequent. In the scaled rule the attraction appears as
\begin{equation}
\frac{K}{r}\,\frac{1}{\eta kT}=\frac{2K}{\eta^2\xi kT}\,\frac1s ,
\end{equation}
which contains the same group $\eta^2\xi kT/K$ as $\nu$. The threshold again fixes that group, so the attraction alters $\beta$ and not the power. The same holds for correlations between sites if they depend on energy and distance through $\varepsilon r/K$.

As a trial I lowered the energy of opposite-sign pairs by $K/r$, but never below the larger of the two magnitudes. The coefficient fell by about 15\%, to 6.7 (6.4 in a periodic box), and the ratio of thresholds between the two scaled cubes was 2.01. The sites remained uncorrelated, so this is not a full treatment. To show how much a smaller coefficient would matter, I also carry the value 2.8 below, as a rough input and not a result of this derivation.

\section{A trap-rich oxide film}

Consider a strongly oxygen-deficient hafnium-oxide film 100 nm thick. Rough parameters are $\epsilon_r=25$, $\xi=1$ nm and a bare trap density $g_0=3\times10^{21}$ eV$^{-1}$cm$^{-3}$ over 0.3 eV, or $9\times10^{20}$ traps per cm$^3$. Then $K=57.6$ meV\,nm, and
\begin{equation}
T_{\rm ES}=\frac{7.83\times57.6\ \text{meV}}{0.0862\ \text{meV/K}}\approx5200\ \text{K},
\end{equation}
equivalent to 0.45 eV. The exponent is $(5235/4)^{1/2}=36.2$ at 4 K and 25.6 at 8 K. Cooling from 8 to 4 K raises the resistivity by $e^{10.6}\approx4\times10^4$ if $\rho_0$ is constant. A prefactor varying as $1/T$ would add 0.7 to the logarithm. The choice of $\beta$ matters more: with 2.8, $T_{\rm ES}\approx1900$ K and the logarithm of the ratio is 6.3.

At 4 K the mean near-critical hop is $36.2/6\approx6.0$ nm and costs 8.3 meV; the attraction at that length is 9.6 meV. The longest hop is 18 nm, about a fifth of the film thickness, so using the threshold of a large sample is itself an approximation here.

The law with this coefficient requires the active sites to lie well inside the gap. The quadratic density meets the bare one at
\begin{equation}
\Delta=\left(\frac{g_0K^3}{\alpha}\right)^{1/2}\approx24.5\ \text{meV}.
\end{equation}
The active half-width $\eta_ckT$ is 12.5 meV at 4 K and 17.6 meV at 8 K. Because $(\eta_ckT)^2=\beta KkT/\xi$, it reaches $\Delta$ at
\begin{equation}
T_\Delta=\frac{\Delta^2\xi}{\beta Kk}\approx15\ \text{K}.
\end{equation}
This is a crossover scale, not a sharp edge: for this trap band the density given by the closure still exceeds (\ref{gap}) by about 70\% at $\Delta/10$. At 4 and 8 K the active half-width is already about a half and three quarters of $\Delta$, so the exponents above assume the quadratic form beyond the range where it is accurate. With the density given by the closure for this band, the Fermi level at its centre, the thresholds in a periodic box are about 31.7 and 22.2, and the logarithm of the ratio is about 9.5 rather than 10.6. If the active band lay mostly in a flat region while the exponent was still large, the power of $1/T$ would be Mott's $1/4$. I have not shown that this film has such a range.

A working gate stack departs from these conditions in several ways. At 300 K it is twenty times above $T_\Delta$. A good gate oxide has far fewer traps, and since $T_\Delta\propto g_0$, a hundredfold reduction at fixed $\xi$ and $\epsilon_r$ brings $T_\Delta$ to about 0.15 K. The ohmic assumption needs $eF\bar r<kT$, or $F<5.7\times10^{-4}$ MV/cm at 4 K, which is 5.7 mV across this film. This condition is necessary but not sufficient: the voltage falls mainly on the hardest hops, where the drop can be several times $F\bar r$, so the ohmic range ends nearer 1 mV. Gate fields are of order 1 MV/cm. A 5 nm layer is thinner than the mean hop at 4 K, so the percolation argument does not apply: with $\xi=1$ nm a single step across it has an exponent of $2\times5/1=10$, far below 36. In a good oxide the decay length is instead set by the barrier, about 0.5 to 0.2 nm for effective masses of 0.1 to 0.4 and barriers of 1.5 to 2.5 eV, and direct tunnelling has an exponent of 20 to 50. Nearby electrodes also screen the interaction that makes the gap. The localized picture is also strained: $\xi$ times the cube root of the trap concentration is 0.97, so the localization length is about as large as the trap spacing, well above the value near 0.26 at which hydrogen-like centres turn metallic. The polarizability of the trap states, of order $e^2g_0\xi^2/\epsilon_0\approx54$, is not small against $\epsilon_r=25$ and would reduce $K$. The one-phonon rate also leaves out the lattice relaxation around an oxygen vacancy when its charge changes. Here $\xi$ must be read as the decay length through the trap network, not the radius of one vacancy, and insulating behaviour is assumed. The numbers are therefore rough estimates, and only for a thick, trap-rich film at a few kelvin and a bias of about a millivolt or less.

Numerical values quoted here were computed with a short program.
